# Work-Function Variance of a Square Gate with a Randomly Offset Grain Grid

## 1. A gate the size of one grain

Take a metal made of square grains of side $g$, and lay a square gate of the same side $g$ on it, edges parallel to the grain boundaries. In general one boundary crosses the gate in each direction. Along $x$ it cuts the gate edge into fractions $p$ and $1-p$; along $y$, into $q$ and $1-q$. The gate then covers parts of four grains, with area fractions

$$pq,\quad p(1-q),\quad (1-p)q,\quad (1-p)(1-q).$$

Let the grains have independent work functions, each of variance $s^2$. The variance of a weighted sum of independent quantities is $s^2$ times the sum of the squared weights. Here that sum factorizes:

$$[p^2+(1-p)^2]\,[q^2+(1-q)^2].$$

If the grid falls at random, $p$ and $q$ are independent and uniform on $[0,1]$, and each bracket has the mean

$$\int_0^1[p^2+(1-p)^2]\,dp=\frac13+\frac13=\frac23 .$$

The variance of the area average is therefore $\frac49 s^2$, although the gate has the area of a single grain. The gate almost never coincides with one grain, and sharing its area among four grains averages out part of the spread.

For a larger gate the method is the same: find the mean sum of squared length fractions along one axis, then square it.

## 2. Assumptions and result

The gate is a square of side $L$. The grain grid is parallel to its edges, and its offsets along $x$ and $y$ are independent and uniform on $[0,g)$. Each grain has a constant work function $\phi_{ij}$ with mean $\mu$ and variance $s^2$, independent of the other grains and of the offsets. The quantity studied is the plain area average

$$\Phi=\frac1{L^2}\int_{\rm gate}\phi(x,y)\,dx\,dy .$$

For $L\ge g$ the result is

$$\boxed{\frac{\operatorname{Var}\Phi}{s^2}=F(L)^2,\qquad F(L)=\frac gL\left(1-\frac{g}{3L}\right)} \tag{1}$$

The variance is reduced by the square of the bracket, and the standard deviation by the bracket itself: $\sigma_\Phi=sF$. The ratio $L/g$ need not be an integer. The grain distribution enters through its variance alone, so it may be discrete or continuous.

Equation (1) concerns the metal. It gives the spread of a transistor's threshold voltage, as $\sigma_\Phi/e$, if the transistor responds to the work function linearly and with equal weight over the gate. Section 7 examines that condition.

## 3. From the average to one axis

Fix the offsets. Let $a_i$ be the length of the gate edge covered by grain column $i$, and $b_j$ the length covered by row $j$. Grain $(i,j)$ covers the area $a_ib_j$, so

$$\Phi=\frac1{L^2}\sum_{ij}a_ib_j\,\phi_{ij},\qquad \sum_i a_i=\sum_j b_j=L .$$

The weights $a_ib_j/L^2$ add up to one. The mean of $\Phi$ at fixed offsets is therefore $\mu$, whatever the offsets are. Subtracting it gives

$$\Phi-\mu=\frac1{L^2}\sum_{ij}a_ib_j(\phi_{ij}-\mu).$$

When this is squared and averaged over the grains, the cross terms vanish by independence and each diagonal term contributes $s^2$:

$$\left\langle(\Phi-\mu)^2\right\rangle_{\rm grains}
=\frac{s^2}{L^4}\Big(\sum_i a_i^2\Big)\Big(\sum_j b_j^2\Big).$$

Now average over the offsets. Since the mean is $\mu$ at every offset, no extra variance arises from a moving mean. The first sum depends on the $x$ offset and the second on the $y$ offset. These are independent, so the mean of the product is the product of the means, and the two means are equal because the gate is square:

$$\frac{\operatorname{Var}\Phi}{s^2}=F^2,\qquad F=\frac1{L^2}\Big\langle\sum_i a_i^2\Big\rangle. \tag{2}$$

For a rectangle of sides $L$ and $W$ the same argument gives $F(L)F(W)$.

Independence of the offsets matters. Suppose that $L=g$ and the two offsets are locked together, $q=p$. With $v=p-\frac12$, the one-axis sum is $\frac12+2v^2$, and the variance factor is the mean of its square:

$$\left\langle\tfrac14+2v^2+4v^4\right\rangle=\frac14+\frac2{12}+\frac4{80}=\frac7{15}\approx0.467 .$$

This exceeds $\frac49\approx0.444$ by the variance of the one-axis sum.

## 4. The one-axis factor from pairs of points

Write $a_i$ as the integral of one over the part of $[0,L]$ inside column $i$. Then $a_i^2$ is a double integral over $x$ and $x'$, both in column $i$. Summing over $i$ leaves all pairs that share a column:

$$\sum_i a_i^2=\int_0^L\!\!dx\int_0^L\!\!dx'\;\chi(x,x'),$$

where $\chi=1$ if the two points lie in the same column and $\chi=0$ otherwise.

The offset average of $\chi$ is the probability that no boundary lies between the points. Boundaries are spaced by $g$. If the points are a distance $|u|<g$ apart, with $u=x-x'$, at most one boundary can lie between them, and for a uniform offset this happens with probability $|u|/g$. If $|u|\ge g$, they cannot share a column. Hence

$$\langle\chi\rangle=\max\left(0,\,1-\frac{|u|}{g}\right).$$

For a given $u$, the point $x'$ can range over a length $L-|u|$ with both points still on the gate. The integrand is even in $u$, so the positive half is doubled:

$$F=\frac2{L^2}\int_0^{\min(g,L)}(L-u)\left(1-\frac ug\right)du. \tag{3}$$

The product in the integrand is

$$L-u-\frac{L}{g}u+\frac{u^2}{g}.$$

For $L\ge g$ the upper limit is $g$, and the four terms integrate to

$$Lg-\frac{g^2}{2}-\frac{Lg}{2}+\frac{g^2}{3}=\frac{Lg}{2}-\frac{g^2}{6}.$$

Multiplication by $2/L^2$ gives

$$F=\frac gL-\frac{g^2}{3L^2}=\frac gL\left(1-\frac g{3L}\right),$$

which with (2) proves (1).

## 5. The same factor by counting pieces

A direct count shows why non-integer ratios cause no trouble. Measure lengths in units of $g$ and write $L/g=m+f$, with $m\ge1$ an integer and $0\le f<1$. Let $p$ be the distance from the left gate edge to the first boundary, uniform on $[0,1]$.

- If $p\le f$, the gate holds $m$ whole columns and two end pieces, $p$ and $f-p$.
- If $p>f$, it holds $m-1$ whole columns and two end pieces, $p$ and $1+f-p$.

Integrate the sum of squares over each range. In the first, both end pieces run over $[0,f]$; in the second, both run over $[f,1]$. Thus

$$\int_0^f[m+p^2+(f-p)^2]\,dp=mf+\frac{2f^3}3,$$

$$\int_f^1[m-1+p^2+(1+f-p)^2]\,dp=(m-1)(1-f)+\frac{2(1-f^3)}3 .$$

The cubic terms cancel in the sum. The rest is

$$mf+m-mf-1+f+\frac23=m+f-\frac13=\frac Lg-\frac13 .$$

Restoring units and dividing by $L^2$ gives $F=(g/L)^2(L/g-\frac13)$, which is (1) again. The correction is a constant: on average, the cut ends lower the sum of squares by one third of $g^2$ from the value $Lg$.

For a grid aligned with the gate and an integer $L/g=n$, there are $n$ whole columns and the factor is $1/n=g/L$. A random offset replaces one whole column, which contributes 1 in these units, by two pieces that contribute $\frac23$ on average.

## 6. Limits and range

**Large gate.** Expanding the square gives

$$F^2=\frac{g^2}{L^2}\left(1-\frac{2g}{3L}+\frac{g^2}{9L^2}\right).$$

The leading term is one over the number of grains, $L^2/g^2$. The first correction is of relative order $g/L$, as is the ratio of edge grains to all grains.

**Gate smaller than a grain.** For $L<g$ the upper limit in (3) is $L$, and the integral is

$$L^2-\frac{L^2}{2}-\frac{L^3}{2g}+\frac{L^3}{3g}=\frac{L^2}{2}-\frac{L^3}{6g},$$

so that

$$F=1-\frac{L}{3g}\qquad(L<g). \tag{4}$$

As $L\to0$ the gate sees one grain and keeps its full variance. Equation (1) must not be used here: at $L=0.6g$ it would give 0.741, while (4) gives 0.800. At $L=g$ both branches equal $\frac23$, and both have the slope $dF/dL=-1/(3g)$, so they join smoothly.

**Effect of grain size.** At fixed $L$ and $s$, and for $g\le L$,

$$\frac{dF}{dg}=\frac1L\left(1-\frac{2g}{3L}\right)>0 .$$

Within this model smaller grains reduce the spread, provided that the change of grain size leaves the grain variance $s^2$ unchanged.

## 7. Worked example

**The metal.** Take $L=22$ nm and $g=5$ nm. Let each grain have one of two orientations whose work functions differ by $\Delta=0.20$ eV, the higher one with probability $w=0.60$. These are rough values in the regime of a titanium nitride gate. A two-valued quantity has variance $\Delta^2w(1-w)$, so

$$s=0.20\sqrt{0.60\times0.40}\ \text{eV}=97.98\ \text{meV}.$$

The one-axis factor is

$$F=\frac5{22}\left(1-\frac5{66}\right)=0.22727\times0.92424=0.21006,$$

and the variance factor is $F^2=0.04412$. The gate averages as if over $1/F^2=22.7$ equal, whole grains. Its standard deviation is

$$\sigma_\Phi=97.98\times0.21006=20.6\ \text{meV},$$

or 20.6 mV of threshold voltage under linear averaging. A simulation of 100,000 gates with random grains and offsets gave 20.65 meV, against 20.58 meV from the formula. The difference of 0.3 percent is comparable with the sampling error, about 0.2 percent for a nearly normal average. The simple estimate $sg/L$ is 22.3 meV, 8 percent above the formula.

If the offsets were fixed instead of random, the standard deviation would lie between 20.1 and 21.1 meV, depending on their values. For this gate the position of the grid matters little; the random orientations supply the spread.

**Irregular grains.** Real grains are not equal squares. Suppose that $N$ grains of unequal areas $A$ lie under a large gate, so that $N\langle A\rangle=L^2$. The variance factor is then

$$\frac{N\langle A^2\rangle}{L^4}=\frac{\langle A^2\rangle}{\langle A\rangle L^2}\ge\frac{\langle A\rangle}{L^2},$$

because $\langle A^2\rangle\ge\langle A\rangle^2$. Unequal areas raise the variance in this limit. For the example gate, the squares were replaced by Voronoi cells: seeds are scattered at random with mean density $1/g^2$, and each point belongs to its nearest seed. Over 600 such gates the variance factor was $0.0534\pm0.0004$ (standard error), which gives 22.6 meV. Integrating the probability that two points share a cell over all pairs of points on the gate, as in Section 4, gives 0.0541 and 22.8 meV. The sampled value is low by just under two standard errors, and the increase over the square-grid value is about 11 percent.

**How the channel sees the gate.** Let a film of thickness $t=2$ nm and relative permittivity $\varepsilon_f=20$ lie on undoped silicon of thickness $d=10$ nm and $\varepsilon_s=11.7$, above a grounded plane. Below threshold, neglect the mobile charge. A potential that varies laterally with wave number $k$ then obeys $V''=k^2V$ across each layer. With $z$ measured upward from the interface and $\psi$ the potential there,

$$V_{\rm Si}=\psi\,\frac{\sinh k(z+d)}{\sinh kd},\qquad V_{\rm film}=\psi\cosh kz+B\sinh kz .$$

The first vanishes at the grounded plane, $z=-d$. Continuity of $\varepsilon V'$ at $z=0$ requires $\varepsilon_fB=\varepsilon_s\psi\coth kd$. Setting $V_{\rm film}(t)$ equal to the gate potential $V_g$ gives

$$H(k)=\frac{\psi}{V_g}=\left[\cosh kt+\frac{\varepsilon_s}{\varepsilon_f}\sinh kt\,\coth kd\right]^{-1}. \tag{5}$$

A uniform gate potential is passed on with $H(0)=0.895$, and a variation with $k=\pi/g$ with $H=0.352$. The film and the silicon thus blur the grain pattern but do not erase it. A wave of amplitude 0.1 eV at $k=\pi/g$ still produces about 35 meV in the channel, more than the thermal energy of 25.85 meV at 300 K.

**Nonlinear averaging by the current.** A higher work function lowers the channel potential for electrons. Take the carriers to lie in a thin sheet at the interface, so that the local subthreshold conductance varies as $e^{e\psi/k_BT}$. Let $G$ be the conductance of the square sheet at low drain bias, relative to a uniform sheet with work function $\mu$. A gate voltage change $\Delta V$ multiplies $G$ by $e^{eH(0)\Delta V/k_BT}$. The change that restores $G=1$ is the threshold shift,

$$\Delta V_T=-\frac{k_BT}{eH(0)}\ln G .$$

For weak variations this reduces to the linear average. Let $\psi$ now denote the deviation of the channel potential from that of the uniform sheet. Among all distributions of the drain voltage over the sheet with the given values at source and drain, the true one minimizes the dissipated power. A first-order error in the driving field therefore changes the power only in second order. To first order the power may be found with the undisturbed uniform field, and $\ln G$ becomes the area mean of $e\psi/k_BT$. That mean is $-H(0)(\Phi-\mu)/k_BT$, provided that no normal field crosses the side walls, and so $e\Delta V_T=\Phi-\mu$.

The variations here are not weak. The sheet was solved as a network of $22\times22$ cells for 2000 random gates, with the pattern smoothed by (5). The standard deviation of $\Delta V_T$ was $1.25\pm0.01$ times that of the linear average. Since the first-order ratio is one, the excess comes from the higher orders. Applied to 20.6 mV, it gives about 26 mV. This figure belongs to carriers at the interface. Below the interface short waves fade faster than long ones, so carriers spread over the depth of the silicon see a smoother pattern, and the excess is smaller.

**Source and drain.** The sheet calculation treats the whole length alike, but in a short transistor the source and drain fix the potential near the ends. Such a disturbance decays as $e^{-\kappa x}$ under a gate held at zero. Putting $k=i\kappa$ in (5) and requiring $V_g=0$ with $\psi\ne0$ gives

$$\cos\kappa t+\frac{\varepsilon_s}{\varepsilon_f}\sin\kappa t\,\cot\kappa d=0 .$$

The smallest root has $1/\kappa=3.58$ nm. As a rough estimate, remove one decay length at each end, which leaves 14.83 nm along the channel and the full 22 nm across it. The rectangle rule then gives

$$97.98\sqrt{0.299\times0.210}\ \text{meV}=24.6\ \text{meV},$$

about 20 percent above the square result. How much of each end to remove is a choice, so this number shows the size of the effect and is no more precise than that.

**Beside a real device.** Titanium nitride gates are polycrystalline, and their grains range roughly from a few to some tens of nanometres, depending on deposition and film thickness; 5 nm is at the fine end. If the grains were as large as the gate, $F=\frac23$ would give $97.98\times0.667=65$ meV, about three times the value for 5 nm grains, so the result depends strongly on the grain size. The stack is simplified: real ones usually have a thin silicon oxide layer under the high-k film, and a back plane is usually separated from thin silicon by a buried oxide. Many transistors of this gate length are fins or sheets wrapped by the gate, for which a flat square is only a stand-in. Three assumptions were examined for this example. Replacing linear averaging by the current calculation raises the standard deviation by 25 percent if the carriers lie at the interface, and replacing equal squares by Voronoi cells raises it by about 11 percent. Dropping the channel ends raises it by about 20 percent, a figure that depends on how much is removed. All three corrections raise the spread, but each was found with the others left out, so they should not be added or multiplied into one prediction. Correlated neighbouring grains, dopants, oxide charge and rough gate edges are not included. The numerical output below lists the values behind this example.

## Table of computed values

```
gate side L: 22.0 nm
grain side g: 5.0 nm
ratio L/g: 4.40
work function step between orientations: 0.20 eV
probability of higher work function: 0.60
single-grain standard deviation: 97.98 meV
simple ratio g/L: 0.22727
edge correction 1-g/(3L): 0.92424
one-axis factor F: 0.21006
one-axis factor from explicit overlaps: 0.21006
variance factor F^2: 0.04412
simple variance factor (g/L)^2: 0.05165
effective number of grains 1/F^2: 22.66
gate standard deviation, formula: 20.58 meV
gate standard deviation, simulation: 20.65 meV
gate standard deviation, simple g/L: 22.27 meV
smallest gate deviation at fixed offsets: 20.14 meV
largest gate deviation at fixed offsets: 21.05 meV
one-axis factor at L = g: 0.66667
one-axis factor at L = 0.6 g: 0.80000
main formula misused at L = 0.6 g: 0.74074
locked-offset variance factor at L = g: 0.46667
independent-offset variance factor at L = g: 0.44444
Voronoi variance factor: 0.0534
Voronoi variance factor, standard error: 0.0004
Voronoi gate standard deviation: 22.6 meV
high-k film thickness: 2.0 nm
silicon thickness above grounded plane: 10.0 nm
relative permittivity of film: 20.0
relative permittivity of silicon: 11.7
temperature: 300 K
thermal energy: 25.85 meV
potential transfer, uniform gate: 0.895
potential transfer at k = pi/g: 0.352
current-defined / linear standard deviation: 1.250
standard error of that ratio: 0.010
mean current-defined minus linear threshold shift: 2.27 meV
lateral decay length: 3.58 nm
shortened averaging length: 14.83 nm
gate standard deviation with shortened length: 24.6 meV
```
